\section*{Smoluchowski smoothing and the lower work function of open metal faces}

\section{What symmetry and dimensions allow}

Replace the ions of a metal by a uniform positive background of density $\bar n$. It fills the region below an edge $z=h(x,y)$ with $\langle h\rangle=0$, where brackets denote a lateral average. The work function $\Phi$ is compared with that of a flat edge at $z=0$, with the same electron density in the bulk.

Write $h=\sum_{\mathbf G}h_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}$. The flat surface is unchanged by any lateral translation, whereas $h_{\mathbf G}$ acquires a phase. A term linear in $h_{\mathbf G}$ with $\mathbf G\ne0$ therefore cannot appear in $\Phi$. The lowest allowed terms pair $\mathbf G$ with $-\mathbf G$. In atomic units the combination (density)$\times$(length)$^2$ is an energy, because the squared electron charge is one. To second order in $h$,
\begin{equation}
\Delta\Phi=-2\pi\bar n\sum_{\mathbf G}C(G)\,|h_{\mathbf G}|^2 ,
\label{form}
\end{equation}
with $C$ dimensionless. A very slowly varying edge is locally flat, so $C\to0$ as $G\to0$. Symmetry does not give the sign of $C$ or its size. These follow from three contributions: the background's dipole, the lateral response of the electrons, and their response along the normal.

\section{The barrier as a dipole moment}

Let $V$ be the electrostatic energy of an electron, with $V=0$ deep in the metal, and let $n$ and $n_+$ be the electron and background densities. Poisson's equation is $\nabla^2V=-4\pi(n-n_+)$. Lateral averaging removes the lateral derivatives. Since the averaged field vanishes on both sides, integration by parts gives the barrier
\begin{align}
D=V(\infty)&=\int V'\,dz=[zV']-\int zV''\,dz\nonumber\\
&=4\pi\int z\,\langle n-n_+\rangle\,dz .
\label{D}
\end{align}
Electrons outside the background raise $D$; positive charge moved outward lowers it.

At zero temperature an electron is removed from the chemical potential to rest outside the surface, at a distance large compared with the lattice spacing and small compared with the width of the face. Hence
\begin{equation}
\Phi=D-\bar\mu .
\end{equation}
Here $\bar\mu$ is measured from the mean electrostatic energy inside and belongs to the bulk. Differences between faces are differences in $D$.

\section{First contribution: the corrugated background}

In one column the moment of the background, relative to the flat edge, is
\begin{equation}
\bar n\int z\,[\theta(h-z)-\theta(-z)]\,dz=\bar n\int_0^h z\,dz=\frac{\bar n h^2}{2}.
\end{equation}
The sign is positive for a valley as well: for $h<0$, positive charge is missing at negative $z$. Corrugation thus moves background charge from valleys to ridges, hence outward. If the electrons keep their flat distribution, equation (\ref{D}) gives
\begin{equation}
\Delta\Phi_{\rm bare}=-4\pi\,\frac{\bar n\langle h^2\rangle}{2}=-2\pi\bar n\langle h^2\rangle ,
\label{bare}
\end{equation}
which is $C=1$.

\section{Second contribution: electrons that follow the edge}

Let $n_0(z)$ be the flat-surface profile. Suppose that the corrugation displaces it rigidly, $n=n_0(z-u)$, with $u_{\mathbf G}=s_Gh_{\mathbf G}$ and real $s_G$. The added moment in one column is
\begin{equation}
M(u)=\int z\,[n_0(z-u)-n_0(z)]\,dz .
\end{equation}
Differentiate and put $t=z-u$:
\begin{equation}
\frac{dM}{du}=-\int(t+u)\,n_0'(t)\,dt=\bar nu-\int t\,n_0'(t)\,dt ,
\end{equation}
because $-\int n_0'\,dt=\bar n$. The last integral vanishes by neutrality of the flat surface:
\begin{align}
0&=\int[n_0(t)-\bar n\theta(-t)]\,dt\nonumber\\
&=-\int t\,[n_0'(t)+\bar n\delta(t)]\,dt=-\int t\,n_0'(t)\,dt .
\end{align}
Since $M(0)=0$, $M=\bar nu^2/2$, whatever the shape of the profile. This moment enters $D$ with a positive sign. With $\langle u^2\rangle=\sum s_G^2|h_{\mathbf G}|^2$,
\begin{equation}
\Delta\Phi_{\rm rigid}=-2\pi\bar n\sum_{\mathbf G}(1-s_G^2)|h_{\mathbf G}|^2 .
\label{rigid}
\end{equation}
This is Smoluchowski smoothing in its simplest form. Perfect following, $s=1$, cancels the background's dipole. Complete smoothing, $s=0$, leaves all of it. The electrons have flowed from above the ridges into the valleys, which is an inward displacement of negative charge.

\section{Why the electrons smooth}

Coulomb attraction favours following. Compressing the electron gas and bending its density cost kinetic energy. A density functional with Thomas--Fermi kinetic energy, a gradient term of weight $\lambda$ and local exchange shows the competition. Its Euler equation, with $\psi=\sqrt n$, is
\begin{equation}
-\frac{\lambda}{2}\frac{\nabla^2\psi}{\psi}+\mu_{\rm loc}(n)+V=\bar\mu,
\qquad \mu_{\rm loc}=\frac{k_F^2}{2}-\frac{k_F}{\pi},
\label{euler}
\end{equation}
where $k_F=(3\pi^2n)^{1/3}$. The first term comes from the gradient energy $\lambda|\nabla\psi|^2/2$ per volume.

Modulate the background in the bulk by $\delta n_+$ at wavevector $G$. To first order $\delta\psi=\delta n/(2\sqrt{\bar n})$, so the gradient term becomes $\lambda G^2\delta n/(4\bar n)$. The local term becomes $a\,\delta n$, with
\begin{equation}
a=\frac{d\mu_{\rm loc}}{dn}=\frac{k_F}{3\bar n}\left(k_F-\frac1\pi\right),
\end{equation}
because $dk_F/dn=k_F/(3n)$. Poisson's equation gives $\delta V=4\pi(\delta n-\delta n_+)/G^2$. The three changes sum to zero, hence
\begin{equation}
s_G^{\rm bulk}=\frac{\delta n}{\delta n_+}
=\frac{4\pi/G^2}{4\pi/G^2+a+\lambda G^2/(4\bar n)} .
\label{sbulk}
\end{equation}
For long periods the Coulomb term dominates and $s\to1$. For short periods the gradient term dominates and $s$ falls as $G^{-4}$. At a surface the density is not uniform, so (\ref{sbulk}) is only a guide. There $s_G$ is defined by the lateral modulation of the number of electrons per column, divided by that of the background.

\section{Third contribution: relaxation along the normal}

Even when the electrons ignore the lateral modulation, they respond to the laterally averaged background, whose edge is now gradual. This response screens the dipole.

Let $\delta n_+(z)$ be a small background change with no net charge. For a density functional at fixed $\bar\mu$ the linearized Euler equation reads $K\delta n+\delta V=0$, where $K$ is the symmetric second derivative of the non-electrostatic energy. Poisson's equation is $\delta V''=-4\pi(\delta n-\delta n_+)$, with $\delta V(-\infty)=0$ and $\delta V(\infty)=\delta D$.

Compare this with the response $\nu(z)$ to a weak external field of unit strength. Its potential $p$ obeys $K\nu+p=0$ and $p''=-4\pi\nu$, with $p(-\infty)=0$ and $p'(\infty)=1$. Integration by parts gives
\begin{equation}
\int(p\,\delta V''-\delta V\,p'')\,dz=[p\,\delta V'-\delta V\,p']=-\delta D .
\end{equation}
Inserting the Poisson equations, the left side is
\begin{equation}
-4\pi\int(p\,\delta n-\nu\,\delta V)\,dz+4\pi\int p\,\delta n_+\,dz .
\end{equation}
The first integral vanishes: $\int p\,\delta n\,dz=-\int\delta n\,K\nu\,dz$ and $\int\nu\,\delta V\,dz=-\int\nu K\delta n\,dz$, which are equal because $K$ is symmetric. Therefore
\begin{equation}
\delta D=-4\pi\int p(z)\,\delta n_+(z)\,dz .
\label{green}
\end{equation}
Without electronic response $p$ would be $z$ plus a constant, and the bare moment would return.

For the averaged corrugated background, expand $p$ about the edge:
\begin{align}
\int p\,\delta n_+\,dz&=\bar n\left\langle\int_0^h[p(0)+zp'(0)+\dots]\,dz\right\rangle\nonumber\\
&=\tfrac12\bar n\,p'(0)\langle h^2\rangle+\dots ,
\end{align}
where $\langle h\rangle=0$ removes the first term. Thus, for complete lateral smoothing and small $h$,
\begin{equation}
\Delta\Phi_{\rm relaxed}=-2\pi\bar n\langle h^2\rangle\,p'(0),\qquad C=p'(0).
\label{relaxed}
\end{equation}
The factor $p'(0)$ is the fraction of a weak external field that survives at the background edge. When smoothing is incomplete, products of two lateral modulations also contribute at order $h^2$. Equation (\ref{relaxed}) omits them, and a calculation in two dimensions is needed.

\section{How open a face is}

Assign to each ion its Wigner--Seitz cell. The background is then the union of the cells of a half crystal, and $h$ is the height of its upper boundary about the mean. For an fcc lattice of constant $a_0$, the cell is bounded by planes $\mathbf r\cdot\mathbf R=a_0^2/4$, with $\mathbf R$ a nearest-neighbour vector. Let $d$ be the layer spacing, and measure $z$ here from the top atomic plane.

\subsection{The (100) face}
The upper neighbours, such as $a_0(\tfrac12,0,\tfrac12)$, give $z=a_0/2-\max(|x|,|y|)$ over the surface cell $|x|+|y|\le a_0/2$. In the quarter $x\ge|y|$ the maximum is $x$, and the strip at $x$ has width $2\min(x,a_0/2-x)$. The height therefore has a triangular distribution of full width $a_0/2$. Its variance is $(a_0/2)^2/24$, so $\langle h^2\rangle=a_0^2/96$.

\subsection{The (110) face}
Here $d=a_0/(2\sqrt2)$. The neighbour straight above lies at $2d$ and limits the cell to $z\le d$. With $U=|u|/d$ along the atomic rows and $W=2|v|/a_0$ across them, both uniform on $[0,1]$, the oblique neighbours give $z=d(2-U-2W)$. Where this is negative, the flat top of a second-layer cell is exposed at $z=0$. The height is $d$ on a quarter of the area, $0$ on another quarter, and uniformly distributed between them on the remaining half. About the mean $d/2$,
\begin{equation}
\frac{\langle h^2\rangle}{d^2}=\frac12\cdot\frac14+\frac12\cdot\frac1{12}=\frac16,
\qquad \langle h^2\rangle=\frac{a_0^2}{48}.
\end{equation}

\subsection{The (111) face}
Now $d=a_0/\sqrt3$. The three upper neighbours have lateral parts $\boldsymbol\rho_i$ of length $b=a_0/\sqrt6$, and $z=(a_0^2/4-\max_i\boldsymbol\rho\cdot\boldsymbol\rho_i)/d$. The hexagonal surface cell divides into three rhombi, one around each $\boldsymbol\rho_i$. In each, $\boldsymbol\rho=s\mathbf e_1+t\mathbf e_2$, where the $\mathbf e_j$ have length $b$ and lie at $\pm60^\circ$ to $\boldsymbol\rho_i$, and $s,t$ are uniform on $[0,1]$. Then $\boldsymbol\rho\cdot\boldsymbol\rho_i=b^2(s+t)/2$, with variance $b^4/24$. Division by $d^2$ gives
\begin{equation}
\langle h^2\rangle=\frac{a_0^4/36}{24}\cdot\frac{3}{a_0^2}=\frac{a_0^2}{288}.
\end{equation}

The mean square heights of (111), (100) and (110) are in the ratio $1:3:6$. For the same smoothing and small $h$, so are the lowerings of the work function.

\section{The contributions in numbers}

Take a model monovalent fcc metal with $a_0=4.00$ \AA. Four electrons per cubic cell give $\bar n=4/64=0.0625$ \AA$^{-3}$. The functional of (\ref{euler}) is used with $\lambda=1$, and the Euler and Poisson equations are solved self-consistently.

\subsection{The flat reference}
The flat edge has $D=3.54$ eV and $\bar\mu=0.12$ eV, so $\Phi=3.42$ eV. A sum rule tests this solution. Multiply (\ref{euler}) by $n'$ and integrate over $z$. The gradient term is a total derivative and vanishes. If $g(n)$ is the local energy per volume, the rest is
\begin{equation}
-g(\bar n)+\bar\mu\bar n-\int nV'\,dz=0 .
\end{equation}
In the last integral $n$ may be replaced by $n_+$, because $\int(n-n_+)V'\,dz=-\int V''V'\,dz/4\pi=0$. What remains is $\bar nV(0)$. With $g/n=3k_F^2/10-3k_F/4\pi$,
\begin{equation}
V(0)=\bar\mu-\frac{g}{\bar n}=\bar n\frac{d(g/n)}{dn}\bigg|_{\bar n}=\frac{k_F^2}{5}-\frac{k_F}{4\pi}.
\end{equation}
The formula and the solution both give $0.890$ eV.

\subsection{Background against normal relaxation}
In the units used here the squared electron charge is $14.40$ eV\,\AA. For (110), $\langle h^2\rangle=16/48=0.333$ \AA$^2$, and (\ref{bare}) gives
\begin{equation}
-2\pi(14.40)(0.0625)(0.333)\ {\rm eV}=-1.88\ {\rm eV}.
\end{equation}
The response to an external field gives $p'(0)=0.165$: at the edge the electrons have already screened about 83\,\% of the field. The product is $-0.31$ eV. For a cosine corrugation of amplitude $0.11$ \AA, the averaged background gives $-5.19$ meV when solved in full and $-5.23$ meV from (\ref{relaxed}), a difference of less than 1\,\% of the formula's value.

For the real cell heights with a laterally averaged background, the results in eV are:
\begin{center}
\begin{tabular}{lcccc}
Face & bare & bare$\,\times p'(0)$ & relaxed & $\Phi$\\
(111) & $-0.31$ & $-0.05$ & $-0.05$ & 3.37\\
(100) & $-0.94$ & $-0.16$ & $-0.14$ & 3.28\\
(110) & $-1.88$ & $-0.31$ & $-0.25$ & 3.17
\end{tabular}
\end{center}
The column ``relaxed'' is the full solution. It falls below the small-height formula by about a fifth for (110), where the rms height is $0.58$ \AA. Terms beyond $h^2$ therefore matter there, and the ratio $1:3:6$ is compressed to about $1:2.8:5$. The work function of (110) lies $0.20$ eV ($0.0073$ hartree) below that of (111). The unrelaxed estimate would be $1.57$ eV: it has the right sign and order within the model, but is about eight times too large.

\subsection{Incomplete lateral smoothing}
The rows of the (110) face are $4$ \AA\ apart. Represent the face by a cosine ridge of this period with the same $\langle h^2\rangle$, hence of amplitude $0.82$ \AA. This simplification leaves out the variation of the height along the rows and the shorter periods across them. Solutions in two dimensions, with this amplitude held fixed, give:
\begin{center}
\begin{tabular}{cccc}
Period (\AA) & surface $s$ & bulk $s$ & $\Delta\Phi$ (eV)\\
1 & 0.00 & 0.00 & $-0.250$\\
4 & 0.26 & 0.41 & $-0.227$\\
16 & 0.94 & 0.97 & $-0.030$
\end{tabular}
\end{center}
The averaged background alone gives $-0.250$ eV, which the shortest period reproduces. At $4$ \AA\ incomplete smoothing removes $0.023$ eV, or 9\,\% of that value. At $16$ \AA\ the electrons follow the ridges and the lowering nearly disappears, as $C(G\to0)=0$ requires.

The rigid formula at $4$ \AA\ gives $-1.885(1-0.257^2)=-1.76$ eV, and quadrature of the displaced profile agrees. The full change is $0.13$ of this. The ratio is nearly the same at the other two periods: $0.250/1.885$ at $1$ \AA, and $0.030/0.223$ at $16$ \AA, where $0.223=1.885(1-0.939^2)$. In these three cases the change thus behaves as a product of a lateral factor $1-s^2$ and a nearly constant normal screening factor. That is an observation on the numbers, not a result of the derivation, and it fails for longer periods. At the same amplitude the ratio drops to about $0.09$ at $32$ \AA\ and $0.05$ at $64$ \AA, because the full change there falls off faster with $G$ than $1-s^2$ does.

\subsection{The role of the gradient energy}
With $\lambda=0.5$ and the $4$ \AA\ ridge unchanged, $s$ rises from $0.26$ to $0.37$. A cheaper gradient lets the electrons follow more closely, as (\ref{sbulk}) suggests. The lowering falls from $0.227$ to $0.181$ eV, or by 20\,\%. The factor $1-s^2$ falls by only 7\,\%, so most of the reduction lies outside the rigid picture. The response along the normal changes too: with laterally averaged backgrounds, where no lateral response enters, the same change of $\lambda$ reduces the difference between (110) and (111) from $0.198$ to $0.165$ eV, or by 17\,\%.

\section{Weights, neglected effects and real surfaces}

For the (110) face the background supplies $-1.88$ eV, and normal relaxation returns about $1.6$ eV of it. Incomplete lateral smoothing returns a further $0.02$ eV in the ridge model. Smoothing gives the effect its sign; normal screening sets its size.

Two further changes can be sized. Moving the outer layer of a flat-edged background inward by 5\,\% of the (110) spacing, $0.07$ \AA, raises $\Phi$ by $0.03$ eV. This is opposite in sign to the (110) lowering of $0.25$ eV and about an eighth as large. Using $\lambda=0.5$ changes the difference between (110) and (111), with averaged backgrounds, from $-0.20$ to $-0.17$ eV. Smaller weights reduce it further, to $-0.12$ eV at $\lambda=1/5$ and $-0.09$ eV at $\lambda=1/9$, the value of the gradient expansion, while the flat work function falls to about $1.9$ eV. Over this range of $\lambda$ the face difference keeps its sign, but its size changes by about a factor of two.

The density and lattice constant are in the rough range of noble metals used as contact layers. Their work functions are roughly 4 to 5.5 eV, so the model values near $3.3$ eV are low by roughly 1 to 2 eV. The model omits correlation, $d$ electrons and the discrete potentials of the ions, and it approximates the kinetic energy by a functional of the density. The separate shares of these simplifications in the shortfall have not been computed. The face difference of $0.2$ eV has the rough size, a few tenths of an eV, found for clean noble-metal faces, but this agreement does not validate the omissions. The discrete ionic potentials differ from face to face and could alter the order in a particular metal.

For a contact to an $n$-type semiconductor, the ideal barrier is $\Phi$ minus the electron affinity. At fixed affinity, changing the metal face from (111) to (110) would lower it by $0.2$ eV in this model with $\lambda=1$, and by about $0.1$ eV with the smaller gradient weights. That rule requires that the metal's surface dipole survive contact and that interface states do not fix the Fermi level. A real semiconductor replaces the vacuum into which the electrons spill, so the dipole is generally altered; the present calculation does not determine by how much.

\section*{Computed results}
\begin{verbatim}
lattice constant: 4.00 angstrom
electron density: 0.0625 angstrom^-3
bulk chemical potential mu: 0.115 eV
flat: v at edge, solved: 0.890 eV
flat: v at edge, sum rule: 0.890 eV
flat: barrier D: 3.537 eV
flat: work function: 3.422 eV
field fraction left at edge p'(0): 0.165
image plane outside edge: 1.162 angstrom
small corrugation, solved: -5.189 meV
small corrugation, formula: -5.228 meV
(111) layer spacing: 2.309 angstrom
(111) mean square height: 0.0556 angstrom^2
(111) rms height: 0.236 angstrom
(111) bare change: -0.314 eV
(111) bare change times p'(0): -0.052 eV
(111) relaxed change: -0.050 eV
(111) work function: 3.372 eV
(100) layer spacing: 2.000 angstrom
(100) mean square height: 0.1667 angstrom^2
(100) rms height: 0.408 angstrom
(100) bare change: -0.942 eV
(100) bare change times p'(0): -0.156 eV
(100) relaxed change: -0.141 eV
(100) work function: 3.281 eV
(110) layer spacing: 1.414 angstrom
(110) mean square height: 0.3333 angstrom^2
(110) rms height: 0.577 angstrom
(110) bare change: -1.885 eV
(110) bare change times p'(0): -0.311 eV
(110) relaxed change: -0.248 eV
(110) work function: 3.174 eV
work function (110) minus (111): -0.198 eV
same in atomic units: -0.00729 hartree
same with lam = 0.5: -0.165 eV
ridge amplitude: 0.816 angstrom
ridge: change, averaged background: -0.250 eV
ridge period 1 angstrom: change: -0.250 eV
ridge period 1 angstrom: surface s: 0.002
ridge period 1 angstrom: bulk s: 0.004
ridge period 4 angstrom: change: -0.227 eV
ridge period 4 angstrom: surface s: 0.257
ridge period 4 angstrom: bulk s: 0.408
ridge period 16 angstrom: change: -0.030 eV
ridge period 16 angstrom: surface s: 0.939
ridge period 16 angstrom: bulk s: 0.970
ridge 4 angstrom: rigid formula: -1.760 eV
ridge 4 angstrom: rigid quadrature: -1.759 eV
ridge 4 angstrom, lam = 0.5: surface s: 0.367
ridge 4 angstrom, lam = 0.5: change: -0.181 eV
5 % layer contraction: inward shift: 0.071 angstrom
5 % layer contraction: change: 0.031 eV
\end{verbatim}
